# Good Barriers on Hartree-Fock Densities Do Not Prove the Densities Accurate

**Q.** I have a reaction whose barrier comes out far too low with a semilocal functional. I keep the functional but insert the Hartree-Fock density, and most of the error disappears. The functional did not change, so the density must have been at fault. I conclude that the Hartree-Fock density is the more accurate one. What could be wrong with that?

**A.** The conclusion needs a premise you have not stated: that the functional would give a good barrier if it were fed the exact density. Let \(E_a[n]\) be the semilocal total energy, \(E_{\rm ex}\) the exact energy and \(n_{\rm ex}\) the exact density of one configuration. For any density \(n\), add and subtract \(E_a[n_{\rm ex}]\):

\[
E_a[n]-E_{\rm ex}=\underbrace{E_a[n_{\rm ex}]-E_{\rm ex}}_{\rm FE}+\underbrace{E_a[n]-E_a[n_{\rm ex}]}_{{\rm DE}[n]} .
\]

FE is the functional-driven error, which remains when the density is perfect. DE is the density-driven error. A barrier is the saddle energy minus the reactant energy, so its error splits in the same way:

\[
\Delta B[n]=\Delta{\rm FE}+\Delta{\rm DE}[n],\qquad \Delta X=X_{\rm saddle}-X_{\rm reactant}.
\]

You observed that \(\Delta B[n_{\rm HF}]\) is small. This says that \(\Delta{\rm DE}[n_{\rm HF}]\approx-\Delta{\rm FE}\). It says that \(\Delta{\rm DE}[n_{\rm HF}]\) is small if \(\Delta{\rm FE}\) is small too, and your barrier calculation does not measure \(\Delta{\rm FE}\).

**Q.** But the barrier moved in the right direction. A worse density would surely have moved it at random?

**A.** No, and the variational principle shows why. Let \(n_a\) be the self-consistent density, which minimizes \(E_a\). The change of the barrier when \(n_a\) is replaced by \(n\) is

\[
B[n]-B[n_a]=\big(E_a[n]-E_a[n_a]\big)_{\rm saddle}-\big(E_a[n]-E_a[n_a]\big)_{\rm reactant}.
\]

Each bracket is non-negative, because \(n_a\) is the minimum. If the density changes more consequentially at the saddle than in the reactant, the barrier rises, whether the new density is better or worse. When the self-consistent barrier is too low, such a rise makes the barrier better as long as it is smaller than twice the original error.

**Q.** That is a possibility in principle. Can you show a case where the Hartree-Fock density is really worse and the barrier is really better?

**A.** Yes, in a model small enough to solve exactly. Two electrons in a singlet state move on three sites A, B, C. Two electrons on the same site repel with energy \(U\). The reaction is A–B + C → A + B–C. I measure energies in units of the hopping of the reactant bond, since only ratios of energies matter in this model.

In the reactant, A and B have site energy 0 and hopping 1, and C is detached, empty, at energy 2. At the saddle both bonds have the weaker hopping \(s\), A and C have energy 0, and B lies at \(-D\), as a middle site attracted by two neighbouring cores would. The core-core energy is higher by \(W\) at the saddle. It is the same in every method and drops out of all barrier errors. The parameters are round numbers, not those of a material:

\[
U=3.5,\quad s=0.35,\quad D=2.5,\quad W=2.5 .
\]

**Q.** Is your saddle the top of a barrier, or just a configuration you call one?

**A.** I joined the end points by a path with coordinate \(\lambda\) from \(-1\) (reactant) through 0 (saddle) to \(+1\) (product). The hopping is \(t_{AB}=s-\lambda/2+(1/2-s)\lambda^2\), and \(t_{BC}\) follows by \(\lambda\to-\lambda\). The site energies are \(\lambda(\lambda+1)\) for A, \(-D(1-\lambda^2)\) for B and \(\lambda(\lambda-1)\) for C, and the core energy is \(W(1-\lambda^2)\). On a grid of 41 points the exact energy is highest at \(\lambda=0\). It climbs from \(-0.908\) at the reactant to \(-0.457\), an exact barrier of 0.45.

**Q.** How do you get the exact energies?

**A.** For the reactant, two reflection-even singlets suffice. One has an electron on each site, \(|AB\rangle\), with energy 0. The other is \((|AA\rangle+|BB\rangle)/\sqrt2\), with energy \(U\). Hopping either electron of \(|AB\rangle\) gives a matrix element \(-2\). Hence \(E(E-U)=4\), and the lower root is

\[
E_{\rm reactant}=\tfrac12\left(U-\sqrt{U^2+16}\right)=-0.908 .
\]

At the saddle, B couples to \(S=(A+C)/\sqrt2\) with element \(-\sqrt2\,s\), and the odd combination of A and C does not couple to B. The even singlets are:

- \(|BB\rangle\), energy \(U-2D\);
- \(|BS\rangle\), energy \(-D\);
- \(|AC\rangle\), energy 0;
- \(|+\rangle=(|AA\rangle+|CC\rangle)/\sqrt2\), energy \(U\).

Moving one electron of \(|BB\rangle\) to \(S\) can be done with either electron, so \(\langle BB|H|BS\rangle=\sqrt2(-\sqrt2 s)=-2s\). Likewise \(\langle SS|H|BS\rangle=-2s\). Since \(|SS\rangle=(|+\rangle+|AC\rangle)/\sqrt2\), the states \(|AC\rangle\) and \(|+\rangle\) each couple to \(|BS\rangle\) with \(-\sqrt2 s\). Set the amplitude of \(|BS\rangle\) to 1. The other three rows of the eigenvalue equation give

\[
c_{BB}=\frac{-2s}{E+2D-U},\quad c_{AC}=\frac{-\sqrt2 s}{E},\quad c_+=\frac{-\sqrt2 s}{E-U}.
\]

Inserting them in the row of \(|BS\rangle\) yields

\[
E+D=\frac{4s^2}{E+2D-U}+\frac{2s^2}{E}+\frac{2s^2}{E-U}.
\]

The lowest root is \(E=-2.957\). As a check, the right side is \(-0.336-0.083-0.038=-0.457\), which equals \(E+D\).

The amplitudes are then 0.480, 0.167 and 0.077. The squared norm is \(1+0.231+0.028+0.006=1.265\). With two electrons on B in \(|BB\rangle\) and one in \(|BS\rangle\), the exact occupation of B is

\[
m_{\rm ex}=\frac{2(0.231)+1}{1.265}=1.156 .
\]

**Q.** Now the approximate functional. With Hartree-Fock input I usually insert orbitals, not a density. Is there a difference?

**A.** In general there is, but not here. In a non-interacting singlet of two electrons both occupy one orbital \(\phi\), so \(n_i=2\phi_i^2\). The ground-state orbital has no sign change for these hoppings, so \(\phi_i=\sqrt{n_i/2}\). Two electrons, and two equal off-diagonal terms per bond, give the kinetic energy

\[
T_s[n]=-4\sum_{\rm bonds}t_{ij}\phi_i\phi_j=-2\sum_{\rm bonds}t_{ij}\sqrt{n_in_j}.
\]

The density fixes the orbital. For the exact saddle density this gives \(-0.978\), and a separate maximization over site potentials, which does not use the formula, gives the same value.

With more electrons, the Hartree-Fock determinant is one of many with density \(n_{\rm HF}\), while \(T_s[n_{\rm HF}]\) is the lowest kinetic energy among them. Inserting orbitals then adds a non-negative kinetic term at each configuration, and its difference enters the barrier as a further contribution that is not an error of the density.

**Q.** And the interaction?

**A.** The Hartree energy, with an electron's repulsion from itself included, is \((U/2)\sum_i n_i^2\). Exact exchange on this lattice is \(-(U/2)\sum_{i\sigma}n_{i\sigma}^2\). For a singlet \(n_{i\sigma}=n_i/2\), so exchange removes half of the Hartree term and Hartree-Fock has the interaction \((U/4)\sum_i n_i^2\). Throughout the two-electron example, Hartree-Fock means the restricted form, with one orbital for both spins, and the semilocal energy is likewise minimized without spin polarization.

As the semilocal model I replace the square in the exchange by the power 4/3 familiar from the local density approximation:

\[
E_x^a=-\frac U2\sum_{i\sigma}n_{i\sigma}^{4/3}=-U\sum_i\left(\frac{n_i}{2}\right)^{4/3},
\]

where the second form is for the singlet. There is no separate correlation term. Exact exchange happens to be local on this lattice, so the 4/3 power is a stand-in for the error of a semilocal functional, not a derivation of one.

It has the relevant fault. One electron on one site has Hartree energy \(U/2\) and exchange \(-U/2\), which cancel. One electron shared equally by two sites should also have no interaction energy, but it gets

\[
\frac U2\left[2\left(\tfrac12\right)^2-2\left(\tfrac12\right)^{4/3}\right]=-0.514 .
\]

The sign follows from \(x^{4/3}>x^2\) for \(0<x<1\): spreading an electron is rewarded with spurious energy.

**Q.** Then show me the functional error on the exact densities.

**A.** In the reactant the exact density is one electron on A and one on B, by symmetry. The kinetic, Hartree and exchange terms are

\[
E_a=-2+3.5-2.778=-1.278,\qquad {\rm FE}=-1.278+0.908=-0.370 .
\]

At the saddle A and C hold \((2-1.156)/2=0.422\) electrons each. The kinetic, site, Hartree and exchange terms are

\[
E_a=-0.978-2.889+2.961-2.564=-3.470,
\]

so \({\rm FE}=-3.470+2.957=-0.513\). Both configurations are too low, the saddle more so:

\[
\Delta{\rm FE}=-0.513+0.370=-0.143 .
\]

With the exact densities, the functional gives a barrier of 0.308 instead of 0.450. The difference, \(\Delta{\rm FE}\), is what your argument assumed to be negligible.

**Q.** And with the Hartree-Fock density?

**A.** Hartree-Fock and the semilocal functional both reproduce the symmetric reactant density, so the density-driven error there is zero. Everything happens at the saddle (sums were formed before rounding):

| Density | \(m\) | \(\Delta\)FE | \(\Delta\)DE | Barrier error |
|---|---|---|---|---|
| self-consistent | 1.220 | −0.143 | −0.011 | −0.153 |
| Hartree-Fock | 1.436 | −0.143 | +0.113 | −0.030 |
| exact | 1.156 | −0.143 | 0 | −0.143 |

The Hartree-Fock density cuts the barrier error by a factor of five relative to self-consistency. Yet it misplaces 0.281 electrons on B, against 0.064 for the semilocal density, more than four times as much. The last row is decisive: replacing the Hartree-Fock density by the exact one makes the barrier worse. An accurate density would have removed the \(-0.011\) and left the \(-0.143\).

**Q.** So the small error of \(-0.030\) is \(-0.143+0.113\). Why is the density-driven part positive? For the self-consistent density it is negative.

**A.** At each configuration \({\rm DE}[n_a]\le0\), because \(n_a\) minimizes \(E_a\) and \(n_{\rm ex}\) does not do better. For a barrier this fixes no sign in general, since two non-positive numbers are subtracted; here the reactant part vanishes. The Hartree-Fock density minimizes a different functional, so no such rule applies to it even at one configuration.

Its sign here can be read from the shape of \(E_a\). A reflection-symmetric saddle density is fixed by the occupation \(m\) of B. Expand about the semilocal minimum \(m_a\), where the first derivative vanishes, with curvature \(\kappa\):

\[
E_a(m)\approx E_a(m_a)+\frac\kappa2(m-m_a)^2 .
\]

Subtract this expression at \(m_{\rm ex}\) from its value at \(m_{\rm HF}\). The constant cancels:

\[
{\rm DE}[n_{\rm HF}]\approx\frac\kappa2\left[(m_{\rm HF}-m_a)^2-(m_{\rm ex}-m_a)^2\right].
\]

With \(\kappa=5.20\) and distances 0.217 and 0.064,

\[
{\rm DE}[n_{\rm HF}]\approx2.60\,(0.0470-0.0041)=0.111,
\]

close to the full value 0.113. The density-driven error is positive because Hartree-Fock lies farther from the semilocal minimum than the exact density does. This measures distance from \(m_a\), not from the truth.

**Q.** Why does Hartree-Fock sit so far out?

**A.** Compare the slopes of the two energies. Kinetic and site terms are common to both. With \(n_A=n_C=(2-m)/2\), the Hartree-Fock interaction is \((U/4)[m^2+(2-m)^2/2]\), with slope \((U/4)(3m-2)\). The Hartree term alone has twice that slope. The semilocal exchange is \(-U[(m/2)^{4/3}+2((2-m)/4)^{4/3}]\), whose slope is

\[
-\frac{2U}{3}\left[\left(\frac m2\right)^{1/3}-\left(\frac{2-m}{4}\right)^{1/3}\right].
\]

At \(m_{\rm HF}\) the Hartree-Fock slope is zero, so the semilocal slope there equals the difference of the two interaction slopes:

\[
\frac{dE_a}{dm}\bigg|_{m_{\rm HF}}=\frac U4(3m-2)-\frac{2U}{3}\left[\left(\frac m2\right)^{1/3}-\left(\frac{2-m}{4}\right)^{1/3}\right].
\]

For \(m=1.436\) this is \(2.02-0.88=1.14\). It is positive, so the semilocal energy falls as charge leaves B, and its minimum lies at smaller \(m\).

The exact density also has less charge on B, for a reason that restricted Hartree-Fock misses. A single doubly occupied orbital puts both electrons on B with probability \((m/2)^2\), which is 0.52 for Hartree-Fock and would still be 0.33 at the exact occupation of B. In the exact state the probability is \(0.231/1.265=0.18\). The electrons avoid each other, which Hartree-Fock cannot describe with one orbital. The saddle is strongly correlated: the largest eigenvalue of its exact one-electron density matrix is 1.74, where a single doubly occupied orbital would give 2. I chose it so that the density errors are large enough to see.

The poor density is that of restricted Hartree-Fock. The unrestricted form, with a different orbital for each spin, has a lower energy here and puts 1.14 electrons on B, close to the exact 1.156, at the price of a spin density that a singlet does not have. If its total density is inserted in the unpolarized semilocal functional, the barrier error is \(-0.139\): a much better density than the restricted one, and a much worse barrier.

**Q.** Then I could turn your claim into a rule: Hartree-Fock densities give a positive density-driven error, and it cancels a negative functional error.

**A.** That rule fails in the same model. Change the depth \(D\) of the middle site at the saddle and keep the rest. With \(W=2.5\) the saddle is the top of the exact path for \(D=0\), 1 and 2 too, but at \(D=3\) it lies 0.16 below the reactant. A large enough \(W\) makes it the top of a barrier again and changes no entry of the table, because \(W\) drops out of all the errors.

| \(D\) | \(m_{\rm ex}\) | \(m_{\rm HF}\) | \(m_a\) | \(\Delta\)FE | \(\Delta\)DE (HF) | Sum |
|---|---|---|---|---|---|---|
| 0 | 0.608 | 0.760 | 0.734 | −0.034 | −0.040 | −0.074 |
| 1 | 0.935 | 1.035 | 0.928 | −0.104 | +0.029 | −0.075 |
| 2 | 1.073 | 1.307 | 1.123 | −0.117 | +0.081 | −0.036 |
| 3 | 1.280 | 1.557 | 1.315 | −0.177 | +0.153 | −0.024 |

At \(D=0\) the density-driven error is negative and adds to the functional error. The Hartree-Fock density is again wrong, by 0.152 electrons on B, but now it lies 0.026 from the semilocal minimum while the exact density lies 0.126 away. The bracket in the quadratic formula has changed sign.

The slopes explain why the two approximate densities come together. Both terms of the slope difference vanish at \(m=2/3\), where the three sites are equally occupied, because then \(m/2=(2-m)/4=1/3\). Near that point the two functionals have nearly the same minimum, and correlation, absent from both as a separate term, moves the exact density away from them.

**Q.** At \(D=0\), does the Hartree-Fock density at least make the barrier worse than self-consistency, so that I would be warned?

**A.** No. The self-consistent density-driven error there is \(-0.041\), so the self-consistent barrier error is \(-0.075\), against \(-0.074\) on the Hartree-Fock density. The barrier still improves, by a trifle. It had to rise: the reactant density is fixed by symmetry, so the second bracket in the formula for \(B[n]-B[n_a]\) is zero, and any other saddle density raises the barrier. The exact density would have given \(-0.034\).

The other end of the table is also instructive. From \(D=2\) to \(D=3\) the barrier error on Hartree-Fock densities shrinks from \(-0.036\) to \(-0.024\), while the error of the Hartree-Fock occupation is larger at \(D=3\), 0.276 electrons against 0.234. Judged by the barrier, the density would seem to be improving.

**Q.** Is there a case where the Hartree-Fock density deserves the trust I gave it?

**A.** One electron. There the exchange term cancels the Hartree term completely, Hartree-Fock is exact, and so is its density. Then \({\rm DE}[n_{\rm HF}]=0\) at both configurations, and the barrier error on that density is \(\Delta{\rm FE}\), neither more nor less. Any improvement over self-consistency is then a true removal of density-driven error. But a semilocal functional with self-interaction error can keep a large \(\Delta{\rm FE}\) in this case. With one electron in the two configurations of the main example, and the spin-polarized form of \(E_x^a\), \(\Delta{\rm FE}\) is \(+0.46\), while the self-consistent error of the energy difference is \(+0.39\). The perfect density gives the worse result, so it does not promise a good barrier. The inference fails in both directions.

**Q.** Could I use the Hartree-Fock barrier itself as evidence? If that were good, its density might be too.

**A.** It would be the same kind of inference, from an energy difference to a density. In the main example the Hartree-Fock barrier is 0.213, less than half of the exact 0.450. The semilocal functional on the same density gives 0.420. One density thus accompanies a poor barrier and a fairly good one, depending on the functional that evaluates it.

**Q.** What should I compute for my own reaction before I say anything about densities?

**A.** You need a density from a correlated method that you have reason to trust, at the saddle and at the reactant. Evaluate your functional on it. With more than two electrons this requires finding the non-interacting orbitals that reproduce the density, since \(T_s[n]\) is part of \(E_a[n]\). The resulting barrier error, relative to a reliable reference barrier, estimates \(\Delta{\rm FE}\), and the shift from there to the barrier of the same functional on the Hartree-Fock density estimates \(\Delta{\rm DE}[n_{\rm HF}]\). If you inserted Hartree-Fock orbitals instead, the shift also contains the kinetic contribution described above. Errors of the reference density and of the inversion enter both estimates, so they must be smaller than the effect you want to resolve.

There are then distinct outcomes. If \(\Delta{\rm FE}\) and \(\Delta{\rm DE}[n_{\rm HF}]\) are both small, the Hartree-Fock density is good enough for this functional and this barrier. That is still weaker than being accurate. Density errors with equal energetic effect at saddle and reactant cancel in \(\Delta{\rm DE}\). Even at one configuration, DE nearly vanishes when the Hartree-Fock and exact densities lie equally far from the semilocal minimum on opposite sides. In the model \({\rm DE}[n_{\rm HF}]\) passes through zero near \(D=0.28\), where Hartree-Fock misplaces 0.10 electrons on B. If the two are large and opposite, you have the cancellation of the main example.

**Q.** So may I keep using Hartree-Fock densities for barriers?

**A.** You may, as a procedure whose success is judged on barriers. What the model rules out is reading that success as a measurement of the density. It does not tell you how often real reactions behave like \(D=2.5\) and how often like \(D=0\); that has to be settled with accurate densities for the reactions concerned. The main energies and occupations quoted here are in the numerical output below, with further digits; the other values follow from the model as defined in the text, some of them by a separate numerical minimization or diagonalization.

## Computed values

```
on-site repulsion U: 3.5000 t
saddle hopping s: 0.3500 t
depth D of site B at saddle: 2.5000 t
core energy at saddle: 2.5000 t
detached-site energy at path ends: 2.0000 t
one electron on one site, spurious energy: 0.0000 t
one electron on two sites, spurious energy: -0.5140 t
exact electronic energy, reactant: -0.9075 t
exact electronic energy, saddle: -2.9571 t
exact path energy at lam=-1.00: -0.9075 t
exact path energy at lam=-0.75: -0.8505 t
exact path energy at lam=-0.50: -0.7504 t
exact path energy at lam=-0.25: -0.5892 t
exact path energy at lam=0.00: -0.4571 t
kinetic energy Ts at saddle, formula: -0.9779 t
kinetic energy Ts at saddle, dual: -0.9779 t
B occupation at saddle, exact: 1.1557 electrons
B occupation at saddle, HF: 1.4362 electrons
B occupation at saddle, semilocal: 1.2195 electrons
error of B occupation, HF: 0.2805 electrons
error of B occupation, semilocal: 0.0638 electrons
barrier, exact: 0.4505 t
barrier, Hartree-Fock energy: 0.2126 t
barrier, semilocal self-consistent: 0.2971 t
barrier, semilocal on HF density: 0.4203 t
barrier, semilocal on exact density: 0.3076 t
barrier error, self-consistent: -0.1534 t
barrier error, on HF density: -0.0301 t
barrier error, on exact density: -0.1428 t
FE at reactant: -0.3704 t
FE at saddle: -0.5132 t
FE of barrier: -0.1428 t
DE of barrier, HF density: 0.1127 t
DE of barrier, self-consistent density: -0.0106 t
bowl curvature kappa: 5.1973 t/electron^2
DE of HF density from bowl: 0.1114 t
scan over D; energies in t, B occupations m in electrons
D   m_exact m_HF  m_SL   FE      DE_HF   DE_SC   FE+DE_HF
0.0 0.6080 0.7599 0.7340 -0.0340 -0.0396 -0.0413 -0.0735
1.0 0.9350 1.0346 0.9283 -0.1041 +0.0289 -0.0001 -0.0752
2.0 1.0726 1.3069 1.1229 -0.1170 +0.0812 -0.0065 -0.0358
2.5 1.1557 1.4362 1.2195 -0.1428 +0.1127 -0.0106 -0.0301
3.0 1.2805 1.5568 1.3152 -0.1771 +0.1532 -0.0032 -0.0238
```
